# Potential Maps of Random Interface Dipoles by Fourier Filtering: verification in Python

```python
"""
Potential maps of random interface dipoles, made by Fourier filtering.

Result under test: normal dipoles at independent random positions, with
areal density n and second moment m2, give at distance z in permittivity eps
  variance = (2 pi C/eps)^2 (n m2/A) sum_{q != 0} exp(-2 q z),
where A is the cell area and C = e^2/(4 pi eps0) in eV angstrom.
The q = 0 term is set by the contacts: for a grounded gate and field-free
silicon it is the full jump 4 pi C P0/eps, P0 being the mean dipole density.
Lengths are in angstrom, moments in e angstrom, potential energies in eV.
The sign is that of a positive unit charge on the positive side of the dipoles.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfft2, irfft2
from scipy.integrate import quad
from scipy.linalg import solve_banded

rng = np.random.default_rng(20717)
pi = np.pi
C = const.e / (4 * pi * const.epsilon_0) * 1e10
kT = const.k * 300.0 / const.e

# Rough model inputs
density_cm2 = 1.0e14
n = density_cm2 * 1e-16
mu, spread = 0.6, 0.2
eps_il, eps_hk, eps_si = 3.9, 20.0, 11.7
t_il, t_hk = 10.0, 20.0
L, M = 640.0, 256
h, A = L / M, L**2
m2 = mu**2 + spread**2
m4 = mu**4 + 6 * mu**2 * spread**2 + 3 * spread**4


def wavenumbers(points, half=False):
    kx = 2 * pi * np.fft.fftfreq(points, L / points)
    ky = 2 * pi * np.fft.rfftfreq(points, L / points) if half else kx
    return np.hypot(kx[:, None], ky[None, :])


q_half = wavenumbers(M, half=True)
q_all = wavenumbers(M).ravel()
q_nonzero = q_all[q_all > 0]


def filter_array(q, z):
    result = 2 * pi * C / eps_il * np.exp(-q * z)
    result[0, 0] = 0.0
    return result


def fluctuation_map(dipole_density, z):
    q = wavenumbers(dipole_density.shape[0], half=True)
    return irfft2(rfft2(dipole_density) * filter_array(q, z),
                  s=dipole_density.shape)


def sigma_from_response(response):
    """response: channel potential divided by the dipole jump, at q != 0."""
    return 4 * pi * C / eps_il * np.sqrt(n * m2 * np.sum(response**2) / A)


# Filter against a real-space sum over point dipoles and their images
sites = np.array([[20, 31], [24, 35], [170, 90]])
moments = np.array([0.7, -0.2, 0.5])
density = np.zeros((M, M))
density[sites[:, 0], sites[:, 1]] = moments / h**2
fourier_map = fluctuation_map(density, t_il)
fourier_map += 2 * pi * C / eps_il * density.mean()
images = np.arange(-30, 31) * L
peak = C * 0.7 / (eps_il * t_il**2)
filter_error = 0.0
for point in [(20, 31), (22, 33), (28, 31), (120, 200)]:
    direct = 0.0
    for site, moment in zip(sites, moments):
        dx, dy = (np.array(point) - site) * h
        dx, dy = dx - L * round(dx / L), dy - L * round(dy / L)
        r2 = (dx + images[:, None])**2 + (dy + images[None, :])**2 + t_il**2
        outer = 4 * np.sqrt(2) / (30.5 * L) / A
        direct += C * moment * t_il / eps_il * (np.sum(r2**-1.5) + outer)
    filter_error = max(filter_error, abs(direct - fourier_map[point]) / peak)
assert filter_error < 1e-4

# Finite-cell expansion of the reciprocal sum
index = np.arange(-200, 201)
radius2 = (index[:, None]**2 + index[None, :]**2).astype(float)
lattice_sum = np.sum(radius2[radius2 > 0]**-1.5) + 4 * np.sqrt(2) / 200.5
recip_sum = np.sum(np.exp(-2 * q_nonzero * t_il)) / A
expansion = (1 / (8 * pi * t_il**2) - 1 / A
             + t_il * lattice_sum / (pi * L**3))
assert abs(expansion / recip_sum - 1) < 2e-6

# Ensemble of maps
n_maps = 300
distances = [5.0, 10.0, 20.0]
filters = {z: filter_array(q_half, z) for z in distances + [9.5, 10.5]}
variances = {z: [] for z in distances}
jumps, lag_products, field_squares = [], [], []
lag = 6
for number in range(n_maps):
    count = rng.poisson(n * A)
    cells = rng.integers(M * M, size=count)
    values = rng.normal(mu, spread, count)
    density = np.bincount(cells, weights=values, minlength=M * M)
    density = density.reshape(M, M) / h**2
    transform = rfft2(density)
    maps = {z: irfft2(transform * f, s=(M, M)) for z, f in filters.items()}
    for z in distances:
        variances[z].append(np.var(maps[z]))
    jumps.append(4 * pi * C / eps_il * density.mean())
    lag_products.append(np.mean(maps[10.0] * np.roll(maps[10.0], lag, 0)))
    field_squares.append(np.mean((maps[9.5] - maps[10.5])**2))
    if number == 0:
        sample_count = count
        sample = maps[10.0] + jumps[0]

sigma_sum, sigma_maps, sigma_limit, standard_error = {}, {}, {}, {}
for z in distances:
    sigma_sum[z] = sigma_from_response(0.5 * np.exp(-q_nonzero * z))
    mean_variance = np.mean(variances[z])
    error = np.std(variances[z], ddof=1) / np.sqrt(n_maps)
    sigma_maps[z] = np.sqrt(mean_variance)
    standard_error[z] = error / (2 * sigma_maps[z])
    sigma_limit[z] = C / (eps_il * z) * np.sqrt(pi * n * m2 / 2)
    assert error / mean_variance < 0.01
    assert abs(mean_variance - sigma_sum[z]**2) < 4 * error
sigma = sigma_sum[10.0]

# Scatter of one map's variance, and of the separately treated mean
weights = np.exp(-2 * q_nonzero * t_il)
scatter = np.sqrt(2 * np.sum(weights**2) / np.sum(weights)**2
                  + m4 / (m2**2 * n * A))
scatter_maps = np.std(variances[10.0], ddof=1) / np.mean(variances[10.0])
assert abs(scatter_maps / scatter - 1) < 0.16
mean_jump = 4 * pi * C * n * mu / eps_il
jump_sd = 4 * pi * C / eps_il * np.sqrt(n * m2 / A)
jump_sd_maps = np.std(jumps, ddof=1)
assert abs(jump_sd_maps / jump_sd - 1) < 0.16
assert abs(np.mean(jumps) - mean_jump) < 4 * jump_sd / np.sqrt(n_maps)

# Lateral correlation and normal field
shape = (1 + (lag * h)**2 / (4 * t_il**2))**-1.5
offset = 8 * pi * t_il**2 / A
correlation = (shape - offset) / (1 - offset)
correlation_maps = np.mean(lag_products) / np.mean(variances[10.0])
assert abs(correlation_maps - correlation) < 0.01
half_length = 2 * t_il * np.sqrt(2**(2 / 3) - 1)
field = sigma_limit[10.0] * np.sqrt(1.5) / t_il
field_maps = np.sqrt(np.mean(field_squares))
assert abs(field_maps / field - 1) < 0.02


# Layered stack: response at the silicon surface to a unit dipole jump
def stack_response(q, sheet=0.0):
    """sheet: screening strength of the inversion layer, per angstrom."""
    silicon = eps_si * q + sheet
    layer = eps_il * q
    th = np.tanh(q * t_il)
    channel_side = layer * (silicon + layer * th) / (layer + silicon * th)
    gate_side = eps_hk * q / np.tanh(q * t_hk)
    at_dipole = gate_side / (gate_side + channel_side)
    return at_dipole / (np.cosh(q * t_il)
                        + silicon / layer * np.sinh(q * t_il))


def stack_by_differences(q, sheet=0.0, dz=0.01):
    """Grounded gate; two opposite charge sheets at the oxide interface."""
    n_hk, n_il = round(t_hk / dz), round(t_il / dz)
    eps = np.r_[np.full(n_hk, eps_hk), np.full(n_il, eps_il)]
    cell = eps / dz + q**2 * dz * eps / 2
    diagonal = cell.copy()
    diagonal[:-1] += cell[1:]
    diagonal[-1] += eps_si * q + sheet
    bands = np.zeros((3, len(eps)))
    bands[0, 1:] = -eps[1:] / dz
    bands[1] = diagonal
    bands[2, :-1] = -eps[1:] / dz
    source = np.zeros(len(eps))
    source[n_hk - 1] = -eps_il / dz
    source[n_hk] = eps_il / dz
    return solve_banded((1, 1), bands, source)[-1]


# Two-dimensional electron screening: one subband, two equivalent valleys
inversion_cm2 = 5.0e12
n_inv = inversion_cm2 * 1e-16
mass = 0.19
dos = 2 * mass * const.m_e / (pi * const.hbar**2) * const.e * 1e-20
compress = dos * (1 - np.exp(-n_inv / (dos * kT)))
level = kT * np.log(np.expm1(n_inv / (dos * kT)))
step = 1e-5
carriers = [dos * kT * np.log1p(np.exp((level + s) / kT))
            for s in (-step, step)]
assert abs((carriers[1] - carriers[0]) / (2 * step) / compress - 1) < 1e-6
sheet = 4 * pi * C * compress
for q in (0.005, 0.05, 0.2):
    for screening in (0.0, sheet):
        numeric = stack_by_differences(q, screening)
        assert abs(numeric / stack_response(q, screening) - 1) < 3e-3
zero_q_response = stack_by_differences(0.0)
assert abs(zero_q_response - 1) < 1e-6
assert abs(stack_response(1e-6) - 1) < 1e-3
sigma_stack = sigma_from_response(stack_response(q_nonzero))
sigma_screened = sigma_from_response(stack_response(q_nonzero, sheet))

# Averaging over the depth of the inversion layer
centroid = 12.0
b = 3 / centroid
average = quad(lambda x: b**3 * x**2 / 2 * np.exp(-(b + 0.1) * x),
               0, np.inf)[0]
assert abs(average / (b / (b + 0.1))**3 - 1) < 1e-7
base = 0.5 * np.exp(-q_nonzero * t_il)
sigma_depth = sigma_from_response(base * (b / (b + q_nonzero))**3)

# Finite dipole length, checked on the axis of two opposite point charges
length = 2.0
axis = quad(lambda q: q * np.exp(-q * t_il) * np.sinh(q * length / 2)
            / (q * length / 2), 1e-12, 20)[0]
charges = (1 / (t_il - length / 2) - 1 / (t_il + length / 2)) / length
assert abs(axis / charges - 1) < 1e-6
x = q_nonzero * length / 2
sigma_length = sigma_from_response(base * np.sinh(x) / x)

# At most one dipole per site of a square lattice
M_site = 160
site_area = (L / M_site)**2
occupancy = n * site_area
sigma_sites = sigma * np.sqrt(1 - occupancy * mu**2 / m2)
site_variances = []
for _ in range(300):
    filled = rng.random((M_site, M_site)) < occupancy
    values = rng.normal(mu, spread, (M_site, M_site))
    site_variances.append(np.var(fluctuation_map(filled * values / site_area,
                                                 t_il)))
site_error = np.std(site_variances, ddof=1) / np.sqrt(300)
assert abs(np.mean(site_variances) - sigma_sites**2) < 4 * site_error


def change(value):
    return 100 * (value / sigma - 1)


print(f"Coulomb constant C: {C:.4f} eV angstrom")
print(f"Dipole density: {density_cm2:.2e} cm^-2")
print(f"Moment mean, spread: {mu:.2f}, {spread:.2f} e angstrom")
print(f"Second moment m2: {m2:.3f} (e angstrom)^2")
print(f"Permittivities interlayer, high-k, Si: {eps_il}, {eps_hk}, {eps_si}")
print(f"Thickness interlayer, high-k: {t_il:.1f}, {t_hk:.1f} angstrom")
print(f"Cell side, grid spacing: {L:.1f}, {h:.2f} angstrom; grid {M} x {M}")
print(f"Mean number of dipoles: {n * A:.0f}; number of maps: {n_maps}")
print(f"Largest filter error / peak potential: {filter_error:.1e}")
print(f"Reciprocal sum / area at z=10: {recip_sum:.6e} angstrom^-2")
print(f"Infinite-cell value: {1 / (8 * pi * t_il**2):.6e} angstrom^-2")
print(f"Removed q=0 term 1/A: {1 / A:.6e} angstrom^-2")
print(f"Image term: {t_il * lattice_sum / (pi * L**3):.3e} angstrom^-2")
print(f"Square-lattice sum of 1/R^3: {lattice_sum:.4f}")
for z in distances:
    print(f"z={z:.0f} angstrom: sigma from sum {sigma_sum[z]:.5f} eV")
    print(f"  from maps {sigma_maps[z]:.5f} +/- {standard_error[z]:.5f} eV")
    print(f"  infinite-cell formula {sigma_limit[z]:.5f} eV")
print(f"Main sigma at z=10 angstrom: {1000 * sigma:.2f} meV")
print(f"Thermal energy at 300 K: {kT:.5f} eV")
print(f"Scatter of one variance: theory {100 * scatter:.2f} %, "
      f"maps {100 * scatter_maps:.2f} %")
print(f"Mean jump, grounded gate: {mean_jump:.4f} eV")
print(f"Mean if filter limit were used: {mean_jump / 2:.4f} eV")
print(f"Jump s.d.: theory {jump_sd:.5f} eV, maps {jump_sd_maps:.5f} eV")
print(f"Sample map: {sample_count} dipoles, mean {sample.mean():.4f} eV")
print(f"Sample s.d. {sample.std():.5f} eV, min {sample.min():.4f} eV, "
      f"max {sample.max():.4f} eV")
print(f"Correlation at {lag * h:.1f} angstrom: theory {correlation:.4f}, "
      f"maps {correlation_maps:.4f}")
print(f"Correlation half-length: {half_length:.2f} angstrom = "
      f"{half_length / 10:.3f} nm")
print(f"Rms normal field: theory {100 * field:.4f} MV/cm, "
      f"maps {100 * field_maps:.4f} MV/cm")
print(f"Stack response at q=0 / jump: {zero_q_response:.6f}")
for q in (0.005, 0.05, 0.2):
    print(f"q={q} angstrom^-1: response stack {stack_response(q):.4f}, "
          f"uniform {0.5 * np.exp(-q * t_il):.4f}")
print(f"Sigma, layered stack: {sigma_stack:.5f} eV "
      f"({change(sigma_stack):+.1f} %)")
print(f"Inversion density: {inversion_cm2:.1e} cm^-2; mass {mass} m_e")
print(f"Degeneracy ratio n/(DOS kT): {n_inv / (dos * kT):.3f}")
print(f"Screening strength: {sheet:.3f} angstrom^-1")
print(f"Sigma, stack with screening: {sigma_screened:.5f} eV "
      f"({change(sigma_screened):+.1f} %)")
print(f"Sigma, {centroid:.0f} angstrom mean depth: {sigma_depth:.5f} eV "
      f"({change(sigma_depth):+.1f} %)")
print(f"Sigma, {length:.0f} angstrom dipole length: {sigma_length:.5f} eV "
      f"({change(sigma_length):+.1f} %)")
print(f"Site occupancy: {occupancy:.3f}; site spacing {L / M_site:.1f} angstrom")
print(f"Sigma, single occupancy: {sigma_sites:.5f} eV "
      f"({change(sigma_sites):+.1f} %)")
print(f"  from site maps: {np.sqrt(np.mean(site_variances)):.5f} eV")
print("all assertions hold")
```

Printed output:

```
Coulomb constant C: 14.3996 eV angstrom
Dipole density: 1.00e+14 cm^-2
Moment mean, spread: 0.60, 0.20 e angstrom
Second moment m2: 0.400 (e angstrom)^2
Permittivities interlayer, high-k, Si: 3.9, 20.0, 11.7
Thickness interlayer, high-k: 10.0, 20.0 angstrom
Cell side, grid spacing: 640.0, 2.50 angstrom; grid 256 x 256
Mean number of dipoles: 4096; number of maps: 300
Largest filter error / peak potential: 2.1e-05
Reciprocal sum / area at z=10: 3.955556e-04 angstrom^-2
Infinite-cell value: 3.978874e-04 angstrom^-2
Removed q=0 term 1/A: 2.441406e-06 angstrom^-2
Image term: 1.097e-07 angstrom^-2
Square-lattice sum of 1/R^3: 9.0336
z=5 angstrom: sigma from sum 0.05849 eV
  from maps 0.05863 +/- 0.00006 eV
  infinite-cell formula 0.05853 eV
z=10 angstrom: sigma from sum 0.02918 eV
  from maps 0.02932 +/- 0.00005 eV
  infinite-cell formula 0.02927 eV
z=20 angstrom: sigma from sum 0.01447 eV
  from maps 0.01458 +/- 0.00005 eV
  infinite-cell formula 0.01463 eV
Main sigma at z=10 angstrom: 29.18 meV
Thermal energy at 300 K: 0.02585 eV
Scatter of one variance: theory 5.81 %, maps 5.92 %
Mean jump, grounded gate: 0.2784 eV
Mean if filter limit were used: 0.1392 eV
Jump s.d.: theory 0.00459 eV, maps 0.00490 eV
Sample map: 3996 dipoles, mean 0.2676 eV
Sample s.d. 0.02906 eV, min 0.1953 eV, max 0.4401 eV
Correlation at 15.0 angstrom: theory 0.5090, maps 0.5111
Correlation half-length: 15.33 angstrom = 1.533 nm
Rms normal field: theory 0.3584 MV/cm, maps 0.3597 MV/cm
Stack response at q=0 / jump: 1.000000
q=0.005 angstrom^-1: response stack 0.8260, uniform 0.4756
q=0.05 angstrom^-1: response stack 0.3057, uniform 0.3033
q=0.2 angstrom^-1: response stack 0.0570, uniform 0.0677
Sigma, layered stack: 0.02863 eV (-1.9 %)
Inversion density: 5.0e+12 cm^-2; mass 0.19 m_e
Degeneracy ratio n/(DOS kT): 1.218
Screening strength: 2.023 angstrom^-1
Sigma, stack with screening: 0.01149 eV (-60.6 %)
Sigma, 12 angstrom mean depth: 0.01409 eV (-51.7 %)
Sigma, 2 angstrom dipole length: 0.02925 eV (+0.3 %)
Site occupancy: 0.160; site spacing 4.0 angstrom
Sigma, single occupancy: 0.02700 eV (-7.5 %)
  from site maps: 0.02704 eV
all assertions hold
```
